# Negative effective mass and the subwavelength gap of a mass-in-mass chain: test program

```python
# Mass-in-mass chain: boxes of mass m1 joined by springs K, each holding an
# inner mass m2 on a spring k. Result under test: the inner masses can be
# eliminated, leaving boxes of effective mass
#     M(w) = m1 + m2*w0^2/(w0^2 - w^2),   w0^2 = k/m2,
# negative for w0 < w < wz = w0*sqrt(1 + m2/m1). The gap runs from wA to wz,
# where wA < w0 solves M(w)*w^2 = 4K.
# Model units: m1 = 1 and frequencies as energies hbar*w in meV, so spring
# constants are in m1*meV^2. mu = m2/m1; wc = 2*sqrt(K/m1) is the cutoff of
# the chain of empty boxes; g is the friction rate of the inner mass.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def effective_mass(w, mu, w0, g=0.0):
    if g == 0.0:
        return 1 + mu * w0**2 / (w0**2 - w**2)
    return 1 + mu * (w0**2 - 1j * g * w) / (w0**2 - w**2 - 1j * g * w)


def band_formula(phase, mu, w0, wc):
    """Both branches from the quadratic in w^2; phase = q*d."""
    s = wc**2 * np.sin(phase / 2)**2
    b = w0**2 * (1 + mu) + s
    root = np.sqrt(b**2 - 4 * s * w0**2)
    return np.sqrt(np.maximum((b - root) / 2, 0)), np.sqrt((b + root) / 2)


def decay_formula(w, mu, w0, wc):
    """Decay constant per cell inside the gap, lossless chain."""
    f = effective_mass(w, mu, w0) * w**2 / wc**2
    if f < 0:
        return 2 * np.arcsinh(np.sqrt(-f))
    return 2 * np.arccosh(np.sqrt(f))


def bloch_modes(phase, mu, w0, wc):
    """Squared frequencies and eigenvectors of the full two-mass cell."""
    phase = np.atleast_1d(phase)
    spring, k = wc**2 / 4, mu * w0**2
    d = np.zeros((len(phase), 2, 2))
    d[:, 0, 0] = 2 * spring * (1 - np.cos(phase)) + k
    d[:, 0, 1] = d[:, 1, 0] = -k / np.sqrt(mu)
    d[:, 1, 1] = k / mu
    return np.linalg.eigh(d)


def driven_ratio(w, mu, w0, wc, g=0.0, n=60):
    """Shake box 0 of a chain of n cells; return u_6/u_5 from all 2n equations."""
    spring = wc**2 / 4
    k = mu * w0**2 - 1j * w * mu * g
    a = np.zeros((2 * n, 2 * n), complex)
    rhs = np.zeros(2 * n, complex)
    rhs[0] = spring
    for i in range(n):
        a[i, i] = 2 * spring + k - w**2
        if i > 0:
            a[i, i - 1] = -spring
        if i < n - 1:
            a[i, i + 1] = -spring
        a[i, n + i] = a[n + i, i] = -k
        a[n + i, n + i] = k - mu * w**2
    u = np.linalg.solve(a, rhs)
    return u[5] / u[4]


def thermal_weight(x):
    return (x / 2 / np.sinh(x / 2))**2 if x > 1e-9 else 1.0


# ---------------- example inputs (rough values, YbFe4Sb12 regime) ----------
u_kg = const.atomic_mass
meV = 1e-3 * const.e
mass_yb, mass_fe, mass_sb = 173.05, 55.845, 121.76
cage_u = 4 * mass_fe + 12 * mass_sb
cell_nm = 0.916
d_nm = cell_nm / 2
w0 = 5.0
v_long, v_trans = 4000.0, 2500.0
temp = 300.0
cage_mode = 10.0
mu = mass_yb / cage_u


def cutoff_from_speed(v):
    """Empty-box cutoff in meV from the sound speed of the filled chain."""
    k_si = (cage_u + mass_yb) * u_kg * (v / (d_nm * 1e-9))**2
    return 2 * np.sqrt(k_si / (cage_u * u_kg)) * const.hbar / meV, k_si


wc, K_si = cutoff_from_speed(v_long)
wc_t, K_t_si = cutoff_from_speed(v_trans)
k_si = mass_yb * u_kg * (w0 * meV / const.hbar)**2
wz = w0 * np.sqrt(1 + mu)
wA, wB = band_formula(np.pi, mu, w0, wc)[0], band_formula(np.pi, mu, w0, wc)[1]
wA_t = band_formula(np.pi, mu, w0, wc_t)[0]

# ---------------- test: effective mass from a shaken box in time -----------
shake_err = 0.0
for w in (0.8, 1.1, 1.4):
    mu_s, t_end = 0.5, 600.0
    t = np.linspace(0, t_end, 60001)
    sol = solve_ivp(lambda s, y: [y[1], np.sin(w * s) - y[0]], (0, t_end),
                    [0.0, 0.0], method="DOP853", t_eval=t,
                    rtol=1e-9, atol=1e-11)
    box = np.sin(w * t)
    accel = -w**2 * box
    force = accel + mu_s * (box - sol.y[0])      # outside force on the box
    window = np.sin(np.pi * t / t_end)**4        # suppresses the free swing
    measured = np.sum(window * force * accel) / np.sum(window * accel**2)
    shake_err = max(shake_err, abs(measured - effective_mass(w, mu_s, 1.0)))
assert shake_err < 1e-3

# ---------------- test: full ring of 40 cells against the branches ---------
n = 40
ring = np.zeros((2 * n, 2 * n))
for i in range(n):
    ring[i, i] = wc**2 / 2 + mu * w0**2
    ring[i, (i + 1) % n] -= wc**2 / 4
    ring[(i + 1) % n, i] -= wc**2 / 4
    ring[i, n + i] = ring[n + i, i] = -np.sqrt(mu) * w0**2
    ring[n + i, n + i] = w0**2
ring_sq = np.linalg.eigvalsh(ring)
low, high = band_formula(2 * np.pi * np.arange(n) / n, mu, w0, wc)
ring_err = np.max(np.abs(ring_sq - np.sort(np.concatenate([low, high])**2)))
assert ring_err < 1e-9
in_gap = np.sum((ring_sq > wA**2 + 1e-7) & (ring_sq < wz**2 - 1e-7))
assert in_gap == 0

# ---------------- test: gap holds the negative-mass window for any K -------
rng = np.random.default_rng(7)
grid = np.linspace(0, np.pi, 201)
for _ in range(200):
    m, c = rng.uniform(0.05, 3), rng.uniform(0.5, 10)
    sq = bloch_modes(grid, m, 1.0, c)[0]
    assert sq[:, 0].max() < 1.0
    assert abs(sq[:, 1].min() - (1 + m)) < 1e-9

# ---------------- test: share of the positive-mass strip -------------------
for x in (1e-2, 1e-3):
    top = bloch_modes(np.pi, mu, 1.0, 1 / np.sqrt(x))[0][0, 0]
    assert abs((1 - top) / mu / x - 1) < 2 * x
strip_share = (w0**2 - wA**2) / (wz**2 - w0**2)

# ---------------- test: sound speed ----------------------------------------
small = 1e-3
w_small = np.sqrt(bloch_modes(small, mu, w0, wc)[0][0, 0])
speed = w_small * meV / const.hbar * d_nm * 1e-9 / small
assert abs(speed / v_long - 1) < 1e-5

# ---------------- test: decay in both parts of the gap ---------------------
w_mid, w_strip = (w0 + wz) / 2, (wA + w0) / 2
r_mid = driven_ratio(w_mid, mu, w0, wc)
r_strip = driven_ratio(w_strip, mu, w0, wc)
decay_mid = decay_formula(w_mid, mu, w0, wc)
decay_strip = decay_formula(w_strip, mu, w0, wc)
assert abs(r_mid - np.exp(-decay_mid)) < 1e-8
assert abs(r_strip + np.exp(-decay_strip)) < 1e-8

# ---------------- test: positive energy, by symbolic algebra ---------------
W, W0, M1, M2, V = sp.symbols("W W0 M1 M2 V", positive=True)
inner = sp.solve(sp.Eq(-M2 * W**2 * V, M2 * W0**2 * (1 - V)), V)[0]
energy = (M1 * W**2 + M2 * W**2 * inner**2 + M2 * W0**2 * (inner - 1)**2) / 4
mass_sym = M1 + M2 * W0**2 / (W0**2 - W**2)
assert sp.simplify(energy - W**2 * sp.diff(W * mass_sym, W) / 4) == 0

# ---------------- test: damping threshold for negative Re M ----------------
for m in (mu, 0.5, 3.0):
    g_lim = 1 - 1 / np.sqrt(1 + m)
    scan = np.linspace(0.3, 3, 200001)
    assert effective_mass(scan, m, 1.0, 0.97 * g_lim).real.min() < 0
    assert effective_mass(scan, m, 1.0, 1.03 * g_lim).real.min() > 0
g_crit = w0 * (1 - w0 / wz)

# ---------------- damped guest in the example ------------------------------
damped = []
scan = np.linspace(4, 6, 20001)
for g in (0.1, 0.5):
    mass = effective_mass(scan, mu, w0, g)
    decay = np.abs(np.arccosh(1 - 2 * mass * scan**2 / wc**2 + 0j).real)
    best = int(np.argmax(decay))
    direct = -np.log(abs(driven_ratio(scan[best], mu, w0, wc, g)))
    assert abs(direct - decay[best]) < 1e-6
    damped.append((g, mass.real.min(), decay[best], scan[best]))

# ---------------- ballistic heat flow --------------------------------------
kT = const.k * temp / meV
unit = const.k * meV / const.h * 1e12            # pW/K per meV of open band


def conductance(lo, hi):
    return unit * quad(lambda e: thermal_weight(e / kT), lo, hi)[0]


nq = 4000
phase = (np.arange(nq) + 0.5) * np.pi / nq
sq, vec = bloch_modes(phase, mu, w0, wc)
q_sum = 0.0
for b in (0, 1):
    freq = np.sqrt(sq[:, b])
    slope = vec[:, 0, b]**2 * wc**2 / 2 * np.sin(phase) / (2 * freq)
    weight = (freq / kT / 2 / np.sinh(freq / kT / 2))**2
    q_sum += unit * np.sum(slope * weight) * np.pi / nq
w_int = conductance(0, wA) + conductance(wz, wB)
assert abs(q_sum / w_int - 1) < 1e-5
G_gap, G_below = conductance(wA, wz), conductance(0, wz)

# ---------------- ten per cent of the cages empty --------------------------
cells = 40000
empty = rng.random(cells) < 0.10
f_full = effective_mass(w_mid, mu, w0) * w_mid**2 * 4 / wc**2
f_empty = w_mid**2 * 4 / wc**2
prev, now, log_growth = 0.0, 1.0, 0.0
for is_empty in empty:
    prev, now = now, (2 - (f_empty if is_empty else f_full)) * now - prev
    size = np.hypot(prev, now)
    prev, now, log_growth = prev / size, now / size, log_growth + np.log(size)
decay_empty = log_growth / cells

# ---------------- other sizes ----------------------------------------------
cells_per_wave = np.pi / np.arcsin(w0 / wc)
cells_per_wave_t = np.pi / np.arcsin(w0 / wc_t)
omega0 = w0 * meV / const.hbar
rms_pm = 1e12 * np.sqrt(const.hbar / (2 * mass_yb * u_kg * omega0)
                        / np.tanh(w0 / (2 * kT)))

print(f"input masses Yb, Fe, Sb: {mass_yb}, {mass_fe}, {mass_sb} u")
print(f"cage mass m1 (Fe4Sb12): {cage_u:.1f} u")
print(f"mass ratio m2/m1: {mu:.4f}")
print(f"input cubic cell: {cell_nm} nm; plane spacing d: {d_nm:.3f} nm")
print(f"input guest energy hbar*w0: {w0:.3f} meV")
print(f"guest frequency w0/2pi: {omega0 / 2 / np.pi / 1e12:.3f} THz")
print(f"input speeds, long. and trans.: {v_long:.0f}, {v_trans:.0f} m/s")
print(f"input temperature: {temp:.0f} K; kT: {kT:.2f} meV")
print(f"spring K between cages, longitudinal: {K_si:.1f} N/m")
print(f"spring K between cages, transverse: {K_t_si:.1f} N/m")
print(f"guest spring k: {k_si:.2f} N/m")
print(f"empty-cage cutoff wc, longitudinal: {wc:.3f} meV")
for e in (2.5, 4.5, 4.9, 5.1, 5.2, 6.0, 10.0):
    print(f"M/m1 at {e:.1f} meV: {effective_mass(e, mu, w0):.3f}")
print(f"lower gap edge wA: {wA:.4f} meV")
print(f"upper gap edge wz: {wz:.4f} meV")
print(f"gap width wz-wA: {wz - wA:.4f} meV"
      f" = {(wz - wA) * meV / const.h / 1e9:.1f} GHz")
print(f"negative-mass window wz-w0: {wz - w0:.4f} meV")
print(f"positive-mass strip w0-wA: {w0 - wA:.4f} meV")
print(f"strip/window in w^2: {strip_share:.4f}; (w0/wc)^2: {(w0 / wc)**2:.4f}")
print(f"model upper band top: {wB:.3f} meV")
print(f"empty-cage wavelength at w0: {cells_per_wave:.2f} d"
      f" = {cells_per_wave * d_nm:.2f} nm")
print(f"mid-window energy: {w_mid:.4f} meV")
print(f"M/m1 at mid-window: {effective_mass(w_mid, mu, w0):.4f}")
print(f"decay per plane at mid-window: {decay_mid:.4f}")
print(f"amplitude ratio u6/u5 there, direct: {r_mid.real:.4f}")
print(f"mid-strip energy: {w_strip:.4f} meV; decay per plane: {decay_strip:.4f}")
print(f"amplitude ratio u6/u5 there, direct: {r_strip.real:.4f}")
print(f"ballistic conductance lost in gap: {G_gap:.4f} pW/K per channel")
print(f"share of channel from 0 to wz: {100 * G_gap / G_below:.2f} %")
print(f"damping limit for negative Re M: {g_crit:.4f} meV")
for g, lowest, peak, where in damped:
    print(f"damping {g:.1f} meV: lowest Re M/m1 {lowest:.3f}")
    print(f"   peak decay per plane {peak:.3f} at {where:.3f} meV")
print(f"transverse cutoff wc: {wc_t:.3f} meV; lower gap edge: {wA_t:.4f} meV")
print(f"transverse empty-cage wavelength at w0: {cells_per_wave_t:.2f} d")
print(f"10 % empty cages, mid-window decay per plane: {decay_empty:.4f}")
print(f"input lowest cage mode: {cage_mode:.0f} meV;"
      f" (w0/cage mode)^2: {(w0 / cage_mode)**2:.2f}")
print(f"rms guest amplitude at {temp:.0f} K: {rms_pm:.1f} pm")
print(f"drift of w0 equal to window width: {100 * (wz / w0 - 1):.2f} %")
print(f"largest error, shaken box M/m1: {shake_err:.1e}")
print(f"largest error, ring w^2: {ring_err:.1e} meV^2; modes in gap: {in_gap}")
print("finished without a failed check")
```

Output:

```
input masses Yb, Fe, Sb: 173.05, 55.845, 121.76 u
cage mass m1 (Fe4Sb12): 1684.5 u
mass ratio m2/m1: 0.1027
input cubic cell: 0.916 nm; plane spacing d: 0.458 nm
input guest energy hbar*w0: 5.000 meV
guest frequency w0/2pi: 1.209 THz
input speeds, long. and trans.: 4000, 2500 m/s
input temperature: 300 K; kT: 25.85 meV
spring K between cages, longitudinal: 235.3 N/m
spring K between cages, transverse: 91.9 N/m
guest spring k: 16.58 N/m
empty-cage cutoff wc, longitudinal: 12.073 meV
M/m1 at 2.5 meV: 1.137
M/m1 at 4.5 meV: 1.541
M/m1 at 4.9 meV: 3.594
M/m1 at 5.1 meV: -1.543
M/m1 at 5.2 meV: -0.259
M/m1 at 6.0 meV: 0.767
M/m1 at 10.0 meV: 0.966
lower gap edge wA: 4.9479 meV
upper gap edge wz: 5.2505 meV
gap width wz-wA: 0.3027 meV = 73.2 GHz
negative-mass window wz-w0: 0.2505 meV
positive-mass strip w0-wA: 0.0521 meV
strip/window in w^2: 0.2019; (w0/wc)^2: 0.1715
model upper band top: 12.200 meV
empty-cage wavelength at w0: 7.36 d = 3.37 nm
mid-window energy: 5.1253 meV
M/m1 at mid-window: -1.0247
decay per plane at mid-window: 0.8350
amplitude ratio u6/u5 there, direct: 0.4339
mid-strip energy: 4.9739 meV; decay per plane: 1.6478
amplitude ratio u6/u5 there, direct: -0.1925
ballistic conductance lost in gap: 1.0071 pW/K per channel
share of channel from 0 to wz: 5.75 %
damping limit for negative Re M: 0.2386 meV
damping 0.1 meV: lowest Re M/m1 -1.491
   peak decay per plane 1.401 at 5.012 meV
damping 0.5 meV: lowest Re M/m1 0.562
   peak decay per plane 0.433 at 5.056 meV
transverse cutoff wc: 7.546 meV; lower gap edge: 4.8198 meV
transverse empty-cage wavelength at w0: 4.34 d
10 % empty cages, mid-window decay per plane: 0.6852
input lowest cage mode: 10 meV; (w0/cage mode)^2: 0.25
rms guest amplitude at 300 K: 15.8 pm
drift of w0 equal to window width: 5.01 %
largest error, shaken box M/m1: 5.6e-06
largest error, ring w^2: 1.7e-13 meV^2; modes in gap: 0
finished without a failed check
```
